# Why inverse mobilities do not add when scattering depends on energy

Suppose a silicon film has a drift mobility of 3264 cm²/Vs at 150 K, and lattice vibrations alone would allow 7422 cm²/Vs. Subtracting reciprocals, $1/3264-1/7422$, assigns the impurities a mobility of about 5830 cm²/Vs. In the model worked out below, which produces these numbers, the impurities alone would give 12339 cm²/Vs. The subtraction makes them look 2.1 times as effective as they are. If the impurity density is then read from that mobility, with the screening held fixed, it comes out too large by the same factor. Nothing was wrong with the measurement. The fault lies in the rule

$$\frac1{\mu_M}=\frac1{\mu_1}+\frac1{\mu_2},$$

Matthiessen's rule, used as though it were an identity.

## The belief and its appeal

The argument for the rule is short. Independent scattering events have probabilities per unit time that add. Mobility is $e\tau/m$, so inverse mobility is proportional to a scattering rate. Therefore inverse mobilities add.

The first sentence is sound. If two mechanisms act independently, without interference between their amplitudes, an electron of energy $E$ loses momentum at the rate

$$\frac1{\tau(E)}=\frac1{\tau_1(E)}+\frac1{\tau_2(E)}. \tag{1}$$

The second sentence holds for electrons of one energy, or for a $\tau$ that does not depend on energy. A thermal population has a spread of energies, and its mobility contains an average of $\tau$. The reciprocal of an average is in general not the average of the reciprocals.

## What the mobility averages

Take a parabolic band of mass $m$, a weak field $F$ along $z$, and electrons of charge $-e$. In the steady state the drift of the distribution $f$ in $k$-space balances relaxation:

$$-\frac{eF}{\hbar}\frac{\partial f}{\partial k_z}=-\frac{f-f_0}{\tau}.$$

To first order in $F$, $f$ on the left may be replaced by the equilibrium $f_0(E)$. Since $\partial E/\partial k_z=\hbar v_z$, this gives $f-f_0=eF\tau v_z\,\partial f_0/\partial E$. For non-degenerate electrons $\partial f_0/\partial E=-f_0/kT$, so the mean velocity is $-(eF/kT)\langle v_z^2\tau\rangle_0$, where the subscript denotes the Maxwell distribution. The mobility is its magnitude divided by $F$:

$$\mu=\frac{e}{kT}\langle v_z^2\tau\rangle_0 .$$

With $\tau$ a function of energy alone, $v_z^2$ may be replaced by $v^2/3=2E/3m$. Let $x=E/kT$. The density of states contributes $x^{1/2}$, and the normalizing integral is $\int_0^\infty x^{1/2}e^{-x}dx=\sqrt\pi/2$. Hence

$$\mu=\frac em\langle\tau\rangle,\qquad \langle f\rangle=\frac{4}{3\sqrt\pi}\int_0^\infty x^{3/2}e^{-x}f(x)\,dx, \tag{2}$$

and $\langle1\rangle=1$. In silicon, averaging over the valleys replaces $m$ here by the conductivity mass $m_c$, with $3/m_c=1/m_l+2/m_t$.

## The sign of the error

Write $T_i=\langle\tau_i\rangle$. Matthiessen's rule claims that $\langle\tau_1\tau_2/(\tau_1+\tau_2)\rangle$ equals $T_1T_2/(T_1+T_2)$. To compare them, let $s=T_2/(T_1+T_2)$, a constant, so that $1-s=T_1/(T_1+T_2)$. At each energy,

$$\begin{aligned}
&[s^2\tau_1+(1-s)^2\tau_2](\tau_1+\tau_2)-\tau_1\tau_2\\
&=s^2\tau_1^2+(1-s)^2\tau_2^2+[s^2+(1-s)^2-1]\tau_1\tau_2\\
&=[s\tau_1-(1-s)\tau_2]^2,
\end{aligned}$$

because $s^2+(1-s)^2-1=-2s(1-s)$. Divide by $\tau_1+\tau_2$ and average. The first term becomes

$$s^2T_1+(1-s)^2T_2=\frac{T_2^2T_1+T_1^2T_2}{(T_1+T_2)^2}=\frac{T_1T_2}{T_1+T_2},$$

which is Matthiessen's value. Therefore

$$\frac{T_1T_2}{T_1+T_2}-\langle\tau\rangle=\frac{1}{(T_1+T_2)^2}\left\langle\frac{(T_2\tau_1-T_1\tau_2)^2}{\tau_1+\tau_2}\right\rangle\ge0. \tag{3}$$

The true mobility cannot exceed Matthiessen's value. The two agree only if $\tau_1/\tau_2=T_1/T_2$ at every energy that carries weight, that is, if both times have the same energy dependence.

The physical reason is that each mechanism alone leaves some electrons nearly free. Ionized impurities spare the fast ones, which then dominate the impurity-limited mobility. Acoustic phonons spare the slow ones. When both act, each group meets the mechanism that affects it most, and neither can carry the current it carried before.

## The two energy dependences

**Acoustic phonons.** A strain shifts the band edge by the deformation potential $D$ times the dilatation. For a mode of wavevector $q$, frequency $\omega$ and occupation $N_q$, in a crystal of density $\rho$ and volume $V$, the squared matrix element is $D^2q^2\hbar/(2\rho\omega V)$ times $N_q$ for absorption or $N_q+1$ for emission. When $\hbar\omega\ll kT$, both factors are close to $kT/\hbar\omega$. With $c_l=\rho\omega^2/q^2$ each process contributes $D^2kT/(2c_lV)$, and their sum is $D^2kT/(c_lV)$. This does not depend on $q$, so scattering is isotropic and each event on average destroys the forward momentum. Neglecting the phonon energy, the golden rule gives

$$\frac1{\tau_{ac}}=\frac{2\pi}{\hbar}\frac{D^2kT}{c_l}g(E),\qquad g(E)=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3},$$

where $g$ is the density of states for one spin and one valley, and $m_d=(m_lm_t^2)^{1/3}$. Faster electrons have more final states, so $\tau_{ac}=a\,x^{-1/2}$.

**Ionized impurities.** A donor screened over the Debye length $L$ has the Fourier transform $e^2/[\varepsilon(q^2+L^{-2})]$, up to sign. For elastic scattering through an angle $\theta$, let $t=1-\cos\theta$; then $q^2=2k^2t$. The factor $t$ is also the fraction of forward momentum lost. With $N$ randomly placed donors per volume, in the Born approximation,

$$\frac1{\tau_{ii}}=N\frac{2\pi}{\hbar}g(E)\,\frac12\int_0^2\frac{e^4\,t\,dt}{\varepsilon^2(2k^2t+L^{-2})^2}.$$

Put $\beta=4k^2L^2$ and $y=\beta t/2$. The integral becomes

$$\frac{e^4L^4}{\varepsilon^2}\frac{4}{\beta^2}\int_0^\beta\frac{y\,dy}{(1+y)^2}=\frac{e^4}{4\varepsilon^2k^4}\Lambda,\qquad \Lambda=\ln(1+\beta)-\frac{\beta}{1+\beta}.$$

Inserting $k^4=4m_d^2E^2/\hbar^4$ and $g(E)$ gives the Brooks–Herring rate

$$\frac1{\tau_{ii}}=\frac{Ne^4\Lambda}{16\pi\sqrt{2m_d}\,\varepsilon^2E^{3/2}}.$$

The slowly varying $\Lambda$ is frozen at $x=3$, where the integrand $x^{3/2}e^{-x}\cdot x^{3/2}$ of the impurity-limited mobility peaks. Then $\tau_{ii}=b\,x^{3/2}$: fast electrons are hardly deflected.

## The combined mobility in closed form

Let $c^2=a/b$. Equation (1) becomes

$$\frac1\tau=\frac{x^{1/2}}a+\frac{x^{-3/2}}b=\frac{x^2+c^2}{a\,x^{3/2}},\qquad \tau=\frac{a\,x^{3/2}}{x^2+c^2}.$$

The two rates are equal at $x=c$. The separate averages are

$$\langle\tau_{ac}\rangle=\frac{4a}{3\sqrt\pi}\int_0^\infty xe^{-x}dx=\frac{4a}{3\sqrt\pi},\qquad \langle\tau_{ii}\rangle=\frac{4b}{3\sqrt\pi}\int_0^\infty x^3e^{-x}dx=\frac{24b}{3\sqrt\pi}.$$

With $\mu_L$ and $\mu_I$ the acoustic and impurity mobilities, $\mu_L/\mu_I=a/6b$, so $c^2=6\mu_L/\mu_I$. For the combination, write $x^3/(x^2+c^2)=x-c^2x/(x^2+c^2)$ and substitute $x=ct$ in the second part:

$$\frac{\mu}{\mu_L}=1-c^2G(c),\qquad G(c)=\int_0^\infty\frac{t\,e^{-ct}}{1+t^2}dt. \tag{4}$$

To evaluate $G$, define $J(c)=\int_0^\infty e^{-ct}/(1+t^2)\,dt$. Then $G=-J'$, and $J''+J=\int_0^\infty e^{-ct}dt=1/c$. The function $S(c)=\int_0^\infty\sin s/(c+s)\,ds$ obeys the same equation. Differentiating and integrating by parts,

$$S'=-\int_0^\infty\frac{\sin s}{(c+s)^2}ds=-\int_0^\infty\frac{\cos s}{c+s}ds,$$

$$S''=\int_0^\infty\frac{\cos s}{(c+s)^2}ds=\frac1c-S.$$

The difference $J-S$ therefore solves the homogeneous equation and is a combination of $\sin c$ and $\cos c$. Both $J$ and $S$ vanish as $c\to\infty$, so that combination is zero and $J=S$. With $u=c+s$,

$$G=-S'=\int_c^\infty\frac{\cos(u-c)}u\,du=-\mathrm{Ci}(c)\cos c+\left[\frac\pi2-\mathrm{Si}(c)\right]\sin c,$$

where $\mathrm{Ci}(c)=-\int_c^\infty(\cos u/u)\,du$ and $\mathrm{Si}(c)=\int_0^c(\sin u/u)\,du$. The result is

$$\mu=\mu_L\left\{1+c^2\left[\mathrm{Ci}(c)\cos c+\sin c\left(\mathrm{Si}(c)-\frac\pi2\right)\right]\right\}. \tag{5}$$

## Where the rule fails most

Within this model $\mu/\mu_M$ depends only on $\mu_L/\mu_I$:

| $\mu_L/\mu_I$ | 0.01 | 0.1 | 1 | 10 | 100 |
|---|---|---|---|---|---|
| $\mu/\mu_M$ | 0.941 | 0.804 | 0.705 | 0.865 | 0.978 |

The lowest value, found numerically, is 0.702 at $\mu_L/\mu_I=0.77$. The rule recovers when either mechanism dominates, but the first correction remains wrong in both limits.

For weak impurity scattering, $c\to0$, $\mathrm{Ci}(c)\approx\gamma+\ln c$ with $\gamma\approx0.577$, and the sine term is of higher order. Thus

$$\frac\mu{\mu_L}\approx1+c^2(\ln c+\gamma),\qquad \frac{\mu_M}{\mu_L}\approx1-\frac{c^2}6.$$

With $\Lambda$ frozen, the logarithm makes the loss larger than Matthiessen's by a factor that grows without limit as $c\to0$. If $\Lambda$ varies with energy and the screening is held fixed, the factor levels off, because $\Lambda$ falls as $E^2$ for the slowest electrons. At $\mu_L/\mu_I=0.01$ the rule predicts a loss of 1.0 %; the value in this model is $1-0.9409/1.01$, or 6.8 %. A few impurities stop the slow electrons, which phonons had spared.

For strong impurity scattering, expand $1/(1+t^2)=1-t^2+t^4-\dots$ in (4). Since $\int_0^\infty t^ne^{-ct}dt=n!/c^{n+1}$, this gives the asymptotic series $G\approx c^{-2}-6c^{-4}+120c^{-6}$. Then $\mu/\mu_L\approx6/c^2-120/c^4$, and with $6/c^2=\mu_I/\mu_L$,

$$\frac{\mu}{\mu_I}\approx1-\frac{10}3\frac{\mu_I}{\mu_L},\qquad\frac{\mu_M}{\mu_I}\approx1-\frac{\mu_I}{\mu_L}.$$

In this model a little phonon scattering costs more than three times what the rule allows, because it strikes the fast electrons that carried the impurity-limited current.

## A silicon film at 150 K

Consider an n-type crystalline film 2000 nm thick with $3\times10^{16}$ cm⁻³ ionized donors and as many free electrons. The parameters are rough typical ones for silicon: $m_l=0.98\,m_0$, $m_t=0.19\,m_0$, hence $m_d=0.328\,m_0$ and $m_c=0.260\,m_0$; $D=9$ eV, $c_l=170$ GPa and relative permittivity 11.7. The Debye length is 16.7 nm. At $x=3$, $\beta=372$ and $\Lambda=4.93$.

At $E=kT$ the acoustic rate is 0.686 ps⁻¹ and the impurity rate 2.476 ps⁻¹. Their reciprocals are $a=1.458$ ps and $b=0.404$ ps, so $c^2=3.61$ and $c=1.90$. The rates cross at $c\,kT=24.6$ meV. At $5kT$ the order has reversed: 1.534 ps⁻¹ for phonons against 0.2215 ps⁻¹ for impurities.

The separate mobilities are

$$\mu_L=\frac e{m_c}\frac{4a}{3\sqrt\pi}=7422\ \text{cm}^2/\text{Vs},\qquad\mu_I=\frac{6b}{a}\mu_L=12339\ \text{cm}^2/\text{Vs}.$$

Matthiessen's rule gives $\mu_M=4635$ cm²/Vs. In (5) the square bracket is $-0.155$, so $\mu=7422\,(1-3.61\times0.155)$, which without intermediate rounding is 3264 cm²/Vs, or 0.326 m²/Vs. The ratio $\mu/\mu_M$ is 0.704. The rule is too high by 42 % of the true mobility, close to the worst case.

## Hall data do not repair it

For isotropic mass and a weak magnetic field, the Hall mobility is $r_H\mu$ with $r_H=\langle\tau^2\rangle/\langle\tau\rangle^2$. Here $r_H$ is 1.178 for phonons alone, 1.933 for impurities alone and 1.088 for both. The combined value lies below both others. Since $r_H-1=\langle(\tau-\langle\tau\rangle)^2\rangle/\langle\tau\rangle^2$, it measures the relative spread of $\tau$. The combined $\tau$ rises as $x^{3/2}$, has a broad maximum at $x=\sqrt3\,c\approx3.3$, and then falls, so it varies less over the populated energies.

With an isotropic mass $m_c$, the Hall mobility of the film is 3552 cm²/Vs. If relaxation were equally fast in all directions, silicon's ellipsoidal valleys would multiply this value and the separate Hall mobilities below by the same factor, about 0.865, and leave the comparison unchanged. The separate Hall mobilities are $1.178\times7422\approx8740$ and $1.933\times12339\approx23850$ cm²/Vs, whose reciprocals combine to about 6400 cm²/Vs. In this example the rule fails more badly for Hall mobilities than for drift mobilities.

## Degenerate films

In a degenerate band the weight $x^{3/2}e^{-x}$ is replaced, up to normalization, by $x^{3/2}(-\partial f_0/\partial x)$. This is concentrated near $\eta=E_F/kT$, and the factor $-\partial f_0/\partial x$ has variance $\pi^2/3$. Identity (3) needs only a positive weight, so the sign of the error is unchanged. With $\delta=x-\eta$, to leading order

$$\tau_1\approx T_1\left(1-\frac{\delta}{2\eta}\right),\quad\tau_2\approx T_2\left(1+\frac{3\delta}{2\eta}\right),\quad T_2\tau_1-T_1\tau_2\approx-\frac{2T_1T_2\delta}{\eta}.$$

Inserting this in (3) and dividing by $T_1T_2/(T_1+T_2)$ gives the deficit relative to Matthiessen's value,

$$1-\frac\mu{\mu_M}\approx\frac{4T_1T_2}{(T_1+T_2)^2}\frac{\pi^2}{3\eta^2},$$

or $\pi^2/3\eta^2$ for equal partial mobilities. At $\eta=20$ this is 0.0082; direct integration gives 0.0079.

A heavily doped oxide film with a rough mass of $0.35\,m_0$ and $10^{20}$ electrons per cm³ has a zero-temperature Fermi energy of 0.224 eV. Using this for $E_F$ at 300 K gives $\eta\approx8.7$, about 1 % too high. For equal partial mobilities and the same two exponents, $\mu/\mu_M\approx0.96$. The rule is then a fair approximation because the electrons that carry current have nearly one energy. This is a statement about band transport; in an amorphous film, disorder and percolation may invalidate the model itself.

## Without relaxation times

Inelastic collisions cannot in general be described by a $\tau(E)$, but the inequality survives. The linearized Boltzmann equation has the form $C\varphi=v$, where $v$ stands for $v_z$ and $C$ is a symmetric positive collision operator in the inner product weighted by the equilibrium distribution. The mobility is proportional to $v\cdot C^{-1}v$. The Cauchy–Schwarz inequality gives $(\varphi\cdot v)^2\le(\varphi\cdot C\varphi)(v\cdot C^{-1}v)$, with equality for $\varphi=C^{-1}v$, so

$$\frac1{v\cdot C^{-1}v}=\min_\varphi\frac{\varphi\cdot C\varphi}{(\varphi\cdot v)^2}.$$

For $C=C_1+C_2$ a single $\varphi$ must serve both terms, and the minimum of a sum is at least the sum of the separate minima. Hence $1/\mu\ge1/\mu_1+1/\mu_2$.

Electron–electron collisions add a positive operator $K$, which can only lower $\mu$. In a parabolic isotropic band they conserve total momentum, so $Kv=0$. The trial function $\varphi=v$ then gives a lower bound free of $K$, namely $\mu\ge(e/m)/\langle1/\tau\rangle$. It is reached when these collisions are so fast that they enforce a displaced Maxwell distribution. With the film's rates and an isotropic mass $m_c$ the bound is 2338 cm²/Vs, so in this model electron–electron scattering places $\mu$ between 2338 and 3264 cm²/Vs. In real silicon, collisions between electrons in differently oriented valleys conserve total momentum but not total velocity, and can lower $\mu$ further. If they gave all valleys a common drift velocity, and the relaxation rates were isotropic, $m_c$ would be replaced by $(m_l+2m_t)/3=0.453\,m_0$, and the limit would be 1340 cm²/Vs. In that fast limit inverse mobilities do add, but each partial mobility must then also be taken in the fast limit.

## The model beside a real film

At 150 K, several omissions shift the numbers without removing the effect. Each estimate changes one thing and holds the rest fixed.

- Letting $\Lambda$ vary with energy changes $\mu/\mu_M$ from 0.704 to 0.745.
- Ellipsoidal valleys make impurity relaxation 0.40 times the isotropic rate along the long axis and 1.38 times across it, evaluated at $3kT$. The ratio becomes 0.678.
- At $3kT$ the Born approximation is doubtful, since $1/(k a_B)=0.92$ with $a_B$ the donor Bohr radius. Phase shifts give 0.88 of the Born cross-section there; rescaling $\mu_I$ by this one factor gives 0.707. The factor is smaller for slower electrons, about 0.75 at $kT$, so this understates the correction. Phase shifts at every energy, which also remove the freezing of $\Lambda$, give about 0.77.
- Intervalley phonons, with rough coupling constants, lower $\mu$ by 11 %; counted with the lattice mechanism, they give a ratio of 0.68. Neutral donors left by freeze-out lower it by 4 %, and fully diffuse surfaces by 2 %.
- At $E=2kT$ acoustic phonons carry up to $0.41\,kT$ for an isotropic mass $m_d$, and up to $0.71\,kT$ for backscattering along the long axis of a valley, so elastic scattering is an approximation. For these phonons, replacing the sum of the absorption and emission factors, $2N_q+1$, by $2kT/\hbar\omega$ makes an error of only 1.4 % and 4 % respectively, because the leading errors of the two factors cancel. Degeneracy is negligible, with $n/N_c=0.003$.
- Linear Debye screening and scattering by one donor at a time are marginal here. A sphere of radius $L$ holds only about 0.6 donors, and $e^2/(4\pi\varepsilon L)$ is $0.57\,kT$. All the impurity estimates above, with or without phase shifts, rest on these two assumptions, and their error is not estimated.

Of the effects considered here, electron–electron collisions could shift the ratio most. With isotropic relaxation rates, their fast limit would put it at 0.50 for an isotropic mass, and at 0.29 if they also gave all valleys a common drift velocity. Both limits give much weight to slow electrons, whose scattering the frozen $\Lambda$ and the Born approximation overstate; with phase shifts at every energy they become about 0.73 and 0.42. The 42 % is therefore an estimate for this model, not a correction factor for measured data. At 300 K the model is poorer still. It gives $\mu_L=2624$ cm²/Vs, while lightly doped silicon has a measured electron mobility of roughly 1400 cm²/Vs, and intervalley phonons alone would lower the combined mobility by 36 %.

What the rule does supply is an upper bound on the drift mobility, provided the mechanisms are independent, the partial mobilities refer to the same temperature, carrier density and screening, and electron–electron collisions are left out of the partial mobilities. If those collisions act in each partial mobility, adding the reciprocals counts them twice, and the bound can fail. It does so, for example, when the donors are divided into two identical groups treated as separate mechanisms. To extract an impurity density, one should add the rates at each energy, average once, and fit the resulting mobility. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
GENERAL: mu/muM for muL/muI = 0.01, 0.1, 1, 10, 100: 0.9409 0.8035 0.7048 0.8648 0.9784
lowest mu/muM = 0.7024 at muL/muI = 0.766
degenerate, muL = muI: mu/muM at eta = 0, 5, 20: 0.7512 0.9203 0.9921
oxide film: mass 0.35 m0, n = 1.0e+20 cm^-3, 300 K
  E_F = 0.224 eV, eta = 8.68, mu/muM = 0.9641 (muL = muI)
SILICON FILM: T = 150 K, kT = 12.93 meV, ionized donors = 3.0e+16 cm^-3
thickness = 2000 nm, masses ml, mt = 0.98, 0.19 m0; md, mc = 0.328, 0.260 m0
deformation potential = 9.0 eV, c_l = 170 GPa, eps_r = 11.7, density = 2330 kg/m3
Debye length = 16.69 nm, beta at 3kT = 372.3, Coulomb log factor = 4.925
rates at E = 1 kT: acoustic 0.6861, impurity 2.4763 per ps
rates at E = 3 kT: acoustic 1.1883, impurity 0.4766 per ps
rates at E = 5 kT: acoustic 1.5341, impurity 0.2215 per ps
acoustic-only muL = 7422 cm2/Vs
impurity-only muI = 12339 cm2/Vs
muL/muI = 0.6015, c = 1.8998, crossing energy = 24.56 meV
Matthiessen muM = 4635 cm2/Vs
true combined mu = 3264 cm2/Vs = 0.3264 m2/Vs
mu/muM = 0.7043, Matthiessen too high by 42.0 %
muI from subtraction = 5827 cm2/Vs, too small by factor 2.118
Hall factors acoustic, impurity, combined: 1.1781 1.9328 1.0881
Hall mobility combined (isotropic mass) = 3552 cm2/Vs
NEGLECTED: full Coulomb log: muI = 12100, mu = 3425 cm2/Vs, mu/muM = 0.7445
anisotropic mass: impurity rates along, across = 0.403, 1.377 of isotropic
  muI = 10871, mu = 2991 cm2/Vs, mu/muM = 0.6781
Born test at 3kT: 1/(k a) = 0.917, phase-shift/Born cross section = 0.883
  mu/muM with muI rescaled = 0.7068
fast electron-electron limit: mu = 2338 cm2/Vs, mu/muM = 0.5046
intervalley phonons change mu by -10.9 %
neutral donors = 5.84e+15 cm^-3 (binding 45 meV), change mu by -3.9 %
mean free path = 103 nm, diffuse surfaces change mu by -2.2 %
largest acoustic phonon at E = 2kT: 0.411 kT, equipartition error 1.4 %
degeneracy: Nc = 1.00e+19 cm^-3, n/Nc = 0.0030
at 300 K, full ionization: muL = 2624, muI = 27251, mu = 1930 cm2/Vs, mu/muM = 0.8064
  intervalley phonons at 300 K change mu by -36.1 %
```
